Positive, charge-conserving simulation of oxygen-vacancy migration during bipolar cycling

**One closed interval**

Take a slice of oxide of width h, closed at both ends. It contains oxygen vacancies of charge ze, with z = 2 and e the elementary charge. The density is stored at the two ends, c₀ on the left and c₁ on the right, and each value represents half the slice, of volume v = h/2 per unit area. The potential φ is linear between the ends. With V_T = k_BT/e, define the dimensionless potential step

δ = z(φ₁ − φ₀)/V_T.

A negative δ means that the field drives vacancies to the right.

The flux, positive to the right, is the sum of diffusion and drift:

J = −D(c′ + cδ/h).

Here D is the diffusivity, and the Einstein relation has been used for the mobility, which assumes dilute vacancies. To find J from the end values, treat it as constant across the slice and multiply by exp(δx/h):

[c exp(δx/h)]′ = −(J/D) exp(δx/h).

Integration from 0 to h gives

c₁e^δ − c₀ = −(J/D) h (e^δ − 1)/δ.

Solving for J,

J = (D/h) δ(c₀ − c₁e^δ)/(e^δ − 1).

With B(y) = y/(e^y − 1), one has B(−δ) = δe^δ/(e^δ − 1), so

J = (D/h)[B(δ)c₀ − B(−δ)c₁].

This is the Scharfetter-Gummel flux. Zero flux requires c₁/c₀ = B(δ)/B(−δ) = e^(−δ), the Boltzmann ratio. For small δ, B(δ) ≈ 1 − δ/2, which gives the centred flux, with drift computed from the average density. For large negative δ, B(δ) → |δ| and B(−δ) → 0, so J → D|δ|c₀/h: the density on the upstream side alone sets the drift.

Now take a backward Euler step of length Δt, evaluating J with the new densities, marked by a prime from here to the end of this section. What leaves one half enters the other:

v(c₀′ − c₀) = −ΔtJ,
v(c₁′ − c₁) = +ΔtJ.

Let a = (ΔtD/h)B(δ) and b = (ΔtD/h)B(−δ). Then

(v + a)c₀′ − bc₁′ = vc₀,
−ac₀′ + (v + b)c₁′ = vc₁.

The determinant is (v + a)(v + b) − ab = v(v + a + b). Cramer's rule, after cancelling one factor v, gives

c₀′ = [(v + b)c₀ + bc₁]/(v + a + b),
c₁′ = [ac₀ + (v + a)c₁]/(v + a + b).

Since B is positive for every real argument, a and b are positive. All coefficients are therefore positive, and positive densities stay positive for any Δt. Adding the two lines gives c₀′ + c₁′ = c₀ + c₁, so no vacancy is lost.

For numbers, let h = 5 nm, T = 400 K (V_T = 34.469 mV) and a potential drop of 50 mV. Then δ = −2 × 50/34.469 = −2.901, B(δ) = 3.070 and B(−δ) = 0.169. Start with c₀ = c₁ = 1 in arbitrary units and choose Δt so that ΔtD/h = v. The result is

c₀′ = (1 + 0.169 + 0.169)/(1 + 3.070 + 0.169) = 0.316,
c₁′ = (3.070 + 1 + 3.070)/4.239 = 1.684.

The centred flux replaces B(δ) by 1 − δ/2 = 2.451 and B(−δ) by 1 + δ/2 = −0.451. With r = ΔtD/(hv), the same solution becomes

c₀′ = (1 − 0.901r)/(1 + 2r).

It conserves the sum, but c₀′ is negative once r > 1.11. Conservation and positivity are thus separate properties. The sign change of a coefficient at |δ| = 2 is what removes the guarantee of positivity.

**Charge on the electrodes**

Let the slice touch an electrode at potential V on the left and a grounded one on the right. A fixed background of charge density −zec̄ compensates the mean vacancy density c̄. The electric displacement in the interval is

G = −ε(φ₁ − φ₀)/h + P,

where ε is the background permittivity and P the ferroelectric polarization. The half cells lie against the electrodes, so Gauss's law gives the electrode charges per area

Q_L = G − zev(c₀ − c̄),
Q_R = −G − zev(c₁ − c̄).

Their sum cancels the film charge. During a step, −zevΔc₀ = zeΔtJ, and hence

ΔQ_L = ΔG + zeΔtJ.

The external circuit carries the ionic charge plus the change of displacement. An audit that counts ions alone would miss the second part.

**Many intervals**

Divide a film of thickness L into N intervals of width h = L/N, with nodes i = 0 to N. Interior nodes have v_i = h, and end nodes have h/2. Both electrodes block vacancies. For the face between i and i+1, let a_i and b_i be the coefficients a and b formed with its own δ. The density equation at an interior node is

(v_i + a_i + b_(i−1))c_i − a_(i−1)c_(i−1) − b_i c_(i+1) = v_i c_i^old.

At the end nodes the terms of the missing face are dropped. Write the system as Mc = vc^old. In column i, the entry a_i on the diagonal is cancelled by −a_i in the row below, and b_(i−1) by −b_(i−1) in the row above. The column therefore sums to v_i. Adding all rows gives

Σ v_i c_i = Σ v_i c_i^old.

Positivity follows from the same column sums. Consider the transposed system Mᵀy = r with all r_i ≥ 0. Because M_ii = v_i − Σ_(j≠i) M_ji, its equation i reads

v_i y_i + Σ_(j≠i) M_ji(y_j − y_i) = r_i.

Choose i where y is smallest. Then y_j − y_i ≥ 0 while M_ji ≤ 0, so the sum is not positive and v_i y_i ≥ r_i ≥ 0. Every y is therefore nonnegative. For r = 0 the argument applies to y and to −y, so y = 0 and M is invertible. The inverse of Mᵀ has no negative entry, and neither has the inverse of M. Hence c ≥ 0 if c^old ≥ 0. If c^old is strictly positive, no c_i can vanish: the left side of row i would then be at most zero and the right side positive.

This proof uses no property of φ except that it is finite. Even an inaccurate potential yields a positive, conserved density. These properties are thus no evidence that the electrostatics or the time step is accurate.

The centred flux on many intervals shows the contrast. Put 1 V across 100 nm, use 20 intervals, so that again |δ| = 2.901, hold the potential linear, and take one step of 100 s from uniform density with D = 10⁻¹⁶ m²/s. Solving the linear equations gives a lowest density of −10.5c̄ for the centred flux and +4.8 × 10⁻⁴c̄ for the Scharfetter-Gummel flux. At zero flux the centred scheme demands

c_(i+1)/c_i = (1 − δ/2)/(1 + δ/2) = 2.451/(−0.451) ≈ −5.4,

so its steady solution alternates in sign.

**Solving with Poisson's equation**

On each face, G = −ε(φ_(i+1) − φ_i)/h + P. At interior nodes, Gauss's law requires that the residual

F_i = G_(i+1/2) − G_(i−1/2) − zeh(c_i − c̄)

vanish. The density depends on φ through the step just described, so the two problems must be solved together.

Suppose the potential is changed by χ. To leading order, with the density held fixed inside the drift term, the flux changes by −Dzcχ′/V_T. In a time Δt this alters the charge density by Δt(σχ′)′, where

σ = z²eDc/V_T

is the ionic conductivity. The displacement changes by −εχ′. Cancelling the residual therefore requires, in continuous form,

−[(ε + Δtσ)χ′]′ = −F/h,

with χ = 0 at the electrodes. One time step becomes:

1. Set the new V and P, and solve Poisson's equation with the old density for a first φ.
2. Solve Mc = vc^old with this φ.
3. Compute F and solve for χ, using the permittivity ε + Δtσ.
4. If the largest |χ| is below the tolerance, keep the present pair c, φ. Otherwise add χ to φ and return to 2.

The correction leaves out how diffusion and drift redistribute the displaced ions within the step, so it is an approximate Newton method and its convergence must be monitored. Each pass starts from the same c^old, so each intermediate density is positive and conserved.

When F = 0, subtract Gauss's law at two successive times and use continuity:

ΔG_(i+1/2) − ΔG_(i−1/2) = zev_iΔc_i = −zeΔt(J_(i+1/2) − J_(i−1/2)).

Thus ΔG + zeΔtJ is the same on every face, and by the electrode argument above it equals ΔQ_L. Averaging over the faces makes the potential differences telescope:

ΔQ_L = εΔV/L + ⟨ΔP⟩ + zeΔt⟨J⟩.

Unlike the vacancy number, this balance holds only as well as Poisson's equation has been solved.

**From vacancies to imprint**

Let P = sP_s w(x). The state s = ±1 is prescribed by the sign of the voltage pulse, w = 1 in the core, and w = 0 in a passive layer of thickness d at each electrode. The layers are given the same permittivity as the core; a different layer permittivity, common in real films, would change the weight g and the bound derived below. The polarized length is L_w = L − 2d. Positive s points along +x, as does the field E = −φ′ for positive V.

At fixed V and fixed vacancies, the electric enthalpy per area is H = ∫εE²/2 dx − VQ_L. If s varies, G changes uniformly by δQ_L, so εδE = δQ_L − P_s wδs. Since ∫E dx = V,

δH = ∫EεδE dx − VδQ_L = −P_sδs∫wE dx.

The force on s is P_s∫wE dx. The applied voltage contributes P_s L_w V/L. Vacancies and background together produce, with both electrodes grounded and P = 0, a field E_ρ. It acts like an added voltage

V_b = (L/L_w)∫wE_ρ dx.

The remaining part, due to P itself, is proportional to s and favours neither sign. If the intrinsic double well is symmetric and vacancies are frozen during the loop measurement, switching occurs at V + V_b = ±V_c, with V_c the coercive voltage. The loop centre then lies at −V_b.

To see which vacancies matter, define g by g(0) = g(L) = 0 and g′ = 1 − (L/L_w)w. Integration by parts, with εE_ρ′ = ρ and ∫E_ρ dx = 0, gives

(1/ε)∫ρg dx = −∫E_ρg′ dx = V_b.

Explicitly, g = x in the left layer, g = d(L − 2x)/(L − 2d) in the core, and g = x − L in the right layer. It is odd about the film centre, peaks at +d at the left layer edge, reaches −d at the right one, and vanishes at both electrodes. The uniform background therefore drops out:

V_b = (ze/ε)∫cg dx.

Two consequences follow. Without passive layers g = 0, and in this model space charge gives no bias to a uniform polarization. With them, c ≥ 0 and |g| ≤ d imply |V_b| ≤ zec̄Ld/ε. Vacancies pressed fully against an electrode contribute nothing, so the bias does not simply grow with their displacement.

**A film under pulses**

Choose round parameters: L = 100 nm, d = 5 nm, relative permittivity 200, T = 400 K, c̄ = 5 × 10²³ m⁻³, D = 10⁻¹⁶ m²/s, P_s = 0.02 C/m² and pulses of ±1 V. Then ε = 1.77 × 10⁻⁹ F/m, and the Debye length is

λ = √[εV_T/(z²ec̄)] = 13.8 nm.

The associated relaxation time is λ²/D = 1.9 s, longer than the 1 s cycle. The total vacancy charge is zec̄L = 0.016 C/m², and the bound on the bias is 0.016 × 5 × 10⁻⁹/(1.77 × 10⁻⁹) V ≈ 45 mV.

The grid has 400 intervals of 0.25 nm, and the time step is 25 ms. The iteration stops when the correction falls below 10⁻¹¹ V, which took at most 18 passes in the cycling runs. All runs start from uniform density, and each cycle begins with the positive pulse.

Accuracy has to be judged by refinement. After one positive pulse of 0.5 s, the mean vacancy position, extrapolated to zero time step, is 71.8 nm. Halving the time step twice, from 25 to 6.25 ms, changes the computed position by amounts in the ratio 2.0, as expected of a first-order method. For 200, 400 and 800 intervals, the integrated absolute differences between successive density profiles have the ratio 3.9, close to the 4 of a second-order method. These tests cover only the first pulse. The cycling results below use the 25 ms step and carry its first-order error. With much smaller steps the extreme bias values grow in magnitude by up to about 12 % (from about ±8 to about ±9 mV for equal dwell, and from −34.8 to about −37 mV for unequal dwell). The final cycle averages for unequal dwell grow in magnitude by about 1 mV, and the small final average for equal dwell changes from −0.09 to about −0.13 mV. Their signs, trends and approximate sizes matter, not their digits.

In 16 cycles with equal positive and negative dwell, the bias averaged over a cycle goes from −6.1 mV in the first to −2.9 mV in the fourth and −0.09 mV in the last. Within the last cycle it still swings from −8.2 to +8.0 mV. Reflecting x about the film centre while reversing V and s leaves the equations unchanged. Equal pulses therefore admit a periodic state in which c(x, t + T_c/2) = c(L − x, t), with T_c the cycle time. Since g is odd, V_b changes sign after half a cycle and averages to zero. The early average is a transient left by starting with a positive pulse.

With 0.7 s positive and 0.3 s negative dwell, the cycle average goes from −9.4 to −21.1 to −22.5 mV in the same three cycles. The mean vacancy position in the last cycle is 86.9 nm, so vacancies have gathered on the right. There g is negative, hence the negative bias. It ranges from −34.8 to −13.8 mV within that cycle and is weakest at the end of the positive pulse, when the vacancies are pressed closest to the electrode. A loop measured with frozen vacancies is shifted by minus the bias at that moment, so +22.5 mV is only the cycle average of the shift. A negative bias favours s = −1, the state held for the shorter time: the vacancies screen the applied field. Imprint in real films usually favours the state that was held, so this run should not be read as its explanation.

Repeating this run with P_s = 0 in the transport equations, but measuring V_b with the same w, gives −24.3 mV. For these parameters the unequal voltage dwell alone thus produces a bias of about the same size. With the same grid and time step, including the polarization changes it by less than a tenth. This rests on the small P_s, about ten times below that of common perovskite ferroelectrics. The polarization lowers the field in the core by 2dP_s/(εL), equivalent to 0.11 V against the 1 V pulse. At P_s = 0.1 C/m² the average bias is about a quarter weaker than at P_s = 0. At 0.2 C/m² the equivalent voltage exceeds the pulse, the average bias changes sign, and the prescribed switching is itself no longer plausible.

In retention, the polarization alone drives the vacancies. Ground both electrodes, start from uniform density and hold s = +1. Before vacancies respond, the potential at the left layer edge is −P_s L_w d/(εL) = −51 mV, and at the right edge it is +51 mV. Vacancies are drawn towards the left edge, where g is positive. The time steps of 2 s are as long as the relaxation time and do not resolve the rise of the bias accurately, but the final equilibrium does not depend on them. After 120 s, c exp(zφ/V_T) is uniform to about 10⁻⁹ of its mean, as equilibrium requires, and the bias is +20.3 mV. It favours the held state, and the loop centre moves to −20.3 mV.

**What the balances show**

In the three cycling runs the vacancy number changed by less than 2 × 10⁻¹² of its value. Film and electrode charges summed to zero within 1.3 × 10⁻¹⁰ C/m², about 10⁻⁸ of the total vacancy charge. The charge transferred in one step differed between faces by at most 1.4 × 10⁻¹⁰ C/m². The lowest density was 1.7 × 10⁻¹⁰c̄, small but positive. Only its sign is meaningful: for a decay at rate κ, backward Euler multiplies the density by 1/(1 + κΔt) per step instead of the smaller exp(−κΔt), so the size of a strongly depleted density depends on the time step.

The highest density was 90c̄, or 4.5 × 10²⁵ m⁻³. That is roughly a thousandth of the oxygen sites in a typical perovskite, so the dilute approximation is reasonable in this example. The grid spacing, however, is below a lattice spacing, and the profile next to the wall is a continuum idealization. If vacancies occupied more than a small fraction of the sites, the model would need a limit on site occupation, which changes the flux formula. Exchange of oxygen with an electrode would add a boundary flux, and the vacancy number would then change by that flux.

The switching times here do not respond to V_b, and P_s does not decay. The calculation therefore describes imprint from redistributed vacancies, not fatigue through loss of switchable polarization. Electronic carriers, which could screen the space charge, are also left out.
